# Hop length of a drifting copper ion from two velocities

## Problem

Singly charged copper ions drift through an insulating film at 400 K. When the field is raised from 1 to 2 MV/cm at fixed temperature, their drift velocity triples. An ion with a constant mobility would only have doubled its velocity.

Assume that the ion hops between equivalent wells along the field, and that the top of the barrier between two wells lies midway and stays there. Take the field acting on the ion to be the applied field.

1. What is the distance $a$ between neighbouring wells?
2. How strongly does an error in the velocity ratio affect it?
3. For a barrier of 1.0 eV, an attempt frequency of $10^{12}$ Hz and a film 100 nm thick, how long does the ion take to cross?
4. Which of the assumptions matter most for the inferred length?

The symbol $a$ denotes the full distance from well to well; the distance from a well to the barrier top is $a/2$. The ion charge is $q=+e$, the lower field is $E$, the zero-field barrier height is $W$ and the attempt frequency is $\nu$.

## A first estimate by scaling

The field changes the height of the barrier by the work it does on the ion between the well and the barrier top, which is $qEa/2$. This energy competes with $kT$. If it is much smaller than $kT$, the response is linear and doubling the field doubles the velocity. If it is much larger, the response is exponential and the velocity grows by a large factor. A factor of three is clearly more than two but not large, so the two energies should be comparable:

$$\frac{qEa}{2}\sim kT \quad\Longrightarrow\quad a\sim\frac{2kT}{qE}.$$

At 400 K, $kT=0.03447$ eV. A field of 1 MV/cm is 0.1 V/nm, so a unit charge gains 0.1 eV per nanometre. Therefore

$$a\sim\frac{2\times0.03447\ \text{eV}}{0.1\ \text{eV/nm}}=0.69\ \text{nm}.$$

The argument fixes the scale, but not the numerical factor in front of it.

## Exact solution of the hopping model

**Rates.** Let $s$ be the position along the field. The field adds $-qEs$ to the potential energy. At the forward barrier top, a distance $a/2$ ahead, the energy relative to the well is lowered by $qEa/2$. At the backward barrier top, a distance $a/2$ behind, it is raised by the same amount. For thermally activated hops the two rates are

$$\Gamma_\pm=\nu\exp\!\left(-\frac{W\mp qEa/2}{kT}\right)=\Gamma_0e^{\pm x},$$

$$\Gamma_0=\nu e^{-W/kT},\qquad x=\frac{qEa}{2kT}.$$

Activated hopping requires that the lowered barrier still be many times $kT$.

**Velocity.** Each forward hop moves the ion by $+a$ and each backward hop by $-a$. The mean displacement per unit time is

$$v=a(\Gamma_+-\Gamma_-)=a\Gamma_0(e^x-e^{-x})=2a\nu e^{-W/kT}\sinh x.$$

For $x\ll1$, $\sinh x\approx x$, and the velocity is proportional to the field. For $x\gg1$, $\sinh x\approx e^x/2$, and backward hops are negligible.

**Ratio.** Doubling the field at fixed temperature replaces $x$ by $2x$ and leaves $a$, $\nu$ and $W$ unchanged. These prefactors cancel:

$$r=\frac{v(2E)}{v(E)}=\frac{\sinh2x}{\sinh x}=\frac{2\sinh x\cosh x}{\sinh x}=2\cosh x.$$

Since $\cosh x$ rises steadily for $x>0$, each $r>2$ belongs to one positive $x$. The value $r=2$ is the linear limit. A measured ratio below 2 cannot be described by this model with any hop length.

**Inversion.** Put $r=3$ and $y=e^x$. Then $2\cosh x=y+1/y=3$, and multiplication by $y$ gives

$$y^2-3y+1=0,\qquad y=\frac{3\pm\sqrt5}{2}.$$

The product of the two roots is 1, so they belong to $x$ and $-x$. The field is positive, which selects the larger root:

$$x=\ln\frac{3+\sqrt5}{2}=0.9624.$$

Solving the definition of $x$ for $a$ gives

$$a=\frac{2kT}{qE}\,x=0.6894\ \text{nm}\times0.9624=0.6635\ \text{nm}.$$

The inferred hop length is thus 0.66 nm, or 6.6 Å.

The tilt $qEa/2$ is 0.033 eV at the lower field and 0.066 eV at the upper one. Both are small beside the barrier of 1.0 eV, although they are comparable with $kT$ or larger. At the lower field $\Gamma_+/\Gamma_-=e^{2x}=6.85$, so about one hop in eight still goes backward. The velocity there already exceeds the extrapolated linear law by the factor $\sinh x/x=1.162$.

**Error of the ratio.** Differentiating $r=2\cosh x$ gives $dr/dx=2\sinh x$. Since $\sinh x=\sqrt{\cosh^2x-1}=\sqrt{r^2/4-1}$, this equals $\sqrt{r^2-4}$. Hence

$$\frac{da}{dr}=\frac{2kT}{qE}\frac1{\sqrt{r^2-4}}=\frac{0.6894\ \text{nm}}{\sqrt5}=0.308\ \text{nm},$$

$$\frac{d\ln a}{d\ln r}=\frac{r}{x\sqrt{r^2-4}}=1.39.$$

A ratio 10% higher gives 0.749 nm, and one 10% lower gives 0.561 nm. The derivative diverges as $r\to2$. A nearly linear response therefore shows that the hop length is well below $2kT/qE$, but does not fix its value precisely.

**Crossing time.** With the stated barrier and attempt frequency, the lower-field velocity is

$$v(E)=2(0.6635\ \text{nm})(10^{12}\ \text{s}^{-1})e^{-1.0/0.03447}(1.118)=0.373\ \text{nm/s}.$$

At the upper field $\sinh2x=3.354$ replaces 1.118, and the velocity is 1.119 nm/s. The times to cross 100 nm are

$$\frac{100}{0.373}\ \text{s}\approx268\ \text{s},\qquad \frac{100}{1.119}\ \text{s}\approx89\ \text{s}.$$

These times are far less secure than the hop length, because $W$ does not cancel from them. A barrier higher by 0.1 eV would lengthen both by $e^{0.1/0.03447}\approx18$.

**Spread of arrival.** Hops in both directions are random, so ions that start together do not stay together. In a short time $dt$, the displacement in units of $a$ has mean $(\Gamma_+-\Gamma_-)dt$ and, to first order in $dt$, variance $(\Gamma_++\Gamma_-)dt$. Successive intervals are independent, so means and variances add:

$$\frac{\text{variance}}{\text{mean}}=\frac{\Gamma_++\Gamma_-}{\Gamma_+-\Gamma_-}=\coth x.$$

A numerical solution of the rate equations on a chain of sites, started on one site and run for a time $5/\Gamma_0$, gives a mean of 11.1803 hops and a variance of 15.0000. The formulas give $5\times2\sinh x=11.180$ and $5\times2\cosh x=15$.

When the mean displacement equals the thickness $L$, the mean number of net hops is $L/a$ and the variance in length is $a^2(L/a)\coth x$. The relative spread is therefore

$$\sqrt{\frac{a\coth x}{L}}=9.4\%$$

at the lower field. This estimate ignores the electrodes. The velocity should be taken from the mean motion of the ions; the first arrivals would make it too large.

## Comparison of the estimate with the solution

The scaling estimate of 0.69 nm is 4% above the exact model result. The series for the ratio shows why it is so close:

$$r=2\cosh x=2+x^2+\frac{x^4}{12}+\cdots .$$

Keeping only the first departure from linearity gives $3=2+x^2$, hence $x=1$. This is the condition that the scaling argument assumed. All omitted terms are positive, so the truncated series needs too large an $x$ to reach 3, and the estimate errs upward. Keeping the next term gives

$$x^4+12x^2-12=0,\qquad x^2=-6+\sqrt{48}=0.928,$$

or $x=0.963$, which nearly removes the error.

The agreement depends on the ratio being 3. For a general ratio slightly above 2, the leading result is $a\approx(2kT/qE)\sqrt{r-2}$, and the length can be much smaller than the scaling estimate.

The opposite limit keeps forward hops alone. Then $v\propto e^x$ and $r=e^{2x}/e^x=e^x$, so that

$$a=\frac{2kT}{qE}\ln3=0.757\ \text{nm}.$$

This is 14% above the exact model result. The omitted term in $r=e^x+e^{-x}$ is again positive, so this error is upward too. The given ratio lies between the two regimes, and the weak-field expansion is the better approximation here.

## What the ratio really determines

**Charge and local field.** Suppose that the ion carries charge $Ze$. Then $x=ZeEa/2kT$, and the ratio fixes only the product $Za$. For a doubly charged ion, $Z=2$ and the length halves to 0.332 nm.

It is tempting to replace $E$ by the Lorentz field $gE$, with $g=(\kappa+2)/3=1.567$ for a relative permittivity $\kappa=2.7$, which would give $0.6635/1.567=0.423$ nm. This correction does not apply. The Lorentz factor gives the field at one symmetric point, whereas the rates depend on the work done along the path. Between equivalent wells that work is $qEa$ with the macroscopic field, since an ion crossing the film gains $q$ times the applied voltage and no more. A stronger field near the well is balanced by a weaker one near the barrier top, and for a symmetric path the work from well to top remains $qEa/2$. On an asymmetric path the internal field can only divide the fixed drop $qEa$ unequally between the forward and backward barriers, which acts like the displaced barrier top treated below.

**Direction of the hops.** In an amorphous film the hops need not lie along the field. Suppose that every site offers exits of length $a$ spread evenly over all directions, with equal barriers. An axis whose angle to the field has cosine $u$ feels the field component $uE$, and a hop along it advances the ion by $ua$. For isotropic axes $u$ is uniformly distributed, so

$$v\propto\int_0^1u\sinh(xu)\,du.$$

Integration by parts gives

$$\int_0^1u\sinh(xu)\,du=\frac{\cosh x}{x}-\frac1x\int_0^1\cosh(xu)\,du=\frac{x\cosh x-\sinh x}{x^2}.$$

The ratio condition becomes

$$3=\frac{2x\cosh2x-\sinh2x}{4(x\cosh x-\sinh x)}.$$

Its numerical solution corresponds to $a=0.840$ nm, 27% above the aligned result. The longer length compensates for the weaker pull on inclined hops.

**Temperature mismatch.** The barrier cancels only if both velocities belong to the same temperature. If the upper-field run is at $T'=401$ K while the other is at $T=400$ K, the activation factor alone raises its velocity by

$$\exp\!\left[\frac Wk\left(\frac1T-\frac1{T'}\right)\right]=1.075.$$

Part of the factor of three is then thermal. With $x$ still defined at $T$, the condition is

$$3=1.075\,\frac{\sinh(2xT/T')}{\sinh x},$$

and its solution gives $a=0.599$ nm. One kelvin of unnoticed warming would make the simple analysis overestimate the length by about 11% relative to this value.

**Motion of the barrier top.** In a smooth potential the wells and barrier tops shift with the field. Take

$$U(s)=-\frac W2\cos\theta-qEs,\qquad \theta=\frac{2\pi s}{a}.$$

Setting $dU/ds=0$ gives $\sin\theta=f$, with $f=qEa/(\pi W)$. The well lies at $\theta_0=\arcsin f$ and the forward barrier top at $\pi-\theta_0$. Their distance is $a(\pi-2\theta_0)/2\pi$, so the forward barrier is

$$W\sqrt{1-f^2}-\frac{qEa}{2\pi}(\pi-2\theta_0)
=W\left(\sqrt{1-f^2}+f\arcsin f\right)-\frac{qEa}{2},$$

where $qEa/\pi=Wf$ was used. The backward top lies at $-\pi-\theta_0$, a distance $a(\pi+2\theta_0)/2\pi$ from the well. The same steps give the same bracket with $+qEa/2$. The sinh therefore survives, but the mean barrier rises by approximately $Wf^2/2$, since $\sqrt{1-f^2}\approx1-f^2/2$ and $f\arcsin f\approx f^2$.

For strongly damped motion, the Kramers rate also contains the geometric mean of the curvatures at well and top, which adds a factor $\sqrt{1-f^2}$. Together these changes reduce the predicted ratio from 3 to 2.9404. A direct integration for the drift velocity in this potential, which assumes no hopping rates, gives 2.9402. To restore a ratio of 3, the length must rise to 0.683 nm, a 3% change.

**Position of the barrier top.** A fixed barrier top need not lie midway if the potential between equivalent wells is asymmetric. Let it lie a distance $\lambda a$ ahead of each well along the field. The forward and backward rates are then proportional to $e^{2\lambda x}$ and $e^{-2(1-\lambda)x}$, and the ratio becomes

$$r=2e^{(2\lambda-1)x}\cosh x.$$

For $r=3$, numerical solution gives $a=0.883$ nm at $\lambda=0.4$ and $a=0.515$ nm at $\lambda=0.6$. A constant offset of the barrier top therefore matters much more than its small motion with the field. These values require every barrier to be displaced in the same direction along the field. If offsets of $+0.1a$ and $-0.1a$ occur equally often along the chain, the velocity is proportional to $\sinh x/\cosh(0.2x)$, and $r=3$ gives $a=0.721$ nm, 9% above the midway result.

**Field of the ions.** Let a sheet of $N$ ions per unit area sit at a fraction $p$ of the thickness. The fields behind and ahead of it differ by $qN/\kappa\varepsilon_0$, while the fixed voltage requires $pE_{\rm behind}+(1-p)E_{\rm ahead}=E$. Solving these two conditions gives

$$E_{\rm behind}=E-(1-p)\frac{qN}{\kappa\varepsilon_0},\qquad
E_{\rm ahead}=E+p\frac{qN}{\kappa\varepsilon_0}.$$

The sheet feels their average, $E+(p-\tfrac12)qN/\kappa\varepsilon_0$. For $N=10^{11}$ cm$^{-2}$ the shift is at most 0.034 MV/cm in size. If both fields are lowered by this amount, the inferred length is 0.654 nm, a change of little more than 1%. The shift grows in proportion to $N$, so a dense ion cloud can invalidate the use of the applied field.

**Tunnelling.** For a copper ion in the cosine potential, the small-oscillation frequency is $1.3\times10^{12}$ Hz. The leading Wigner correction, $(h\nu_b/kT)^2/24$, with this frequency as $\nu_b$ at the barrier top, raises the rate by about 0.1%. It is negligible here.

## The numbers beside a real film

The parameters are rough values for copper in a carbon-doped silicon oxide (SiCOH) interlayer dielectric: permittivity 2.7, barrier 1 eV and breakdown field 5 MV/cm. They vary with composition, porosity and processing. The velocity ratio is a given of the problem, not a measurement on such a film. The upper field is 0.40 of the rough breakdown value, which does not exclude slow degradation under long stress. The assumption of aligned, identical hops fails in an amorphous film. In the estimates above, random hop directions alone move the length to 0.840 nm. Barrier tops displaced from the midpoint by a tenth of the well distance have an effect of similar size only if all are displaced the same way; with offsets of both signs, as expected in a film without a polar direction, the shift is about 9%. None of these estimates includes a spread of barrier heights. Along a single chain of equal wells such a spread cancels from the ratio, but where paths branch it does not: on a simple cubic lattice of equal wells, a Gaussian spread of 0.03 eV lowers the ratio from 3 to about 2.7 at fixed $a$, and a wider spread lowers it further, so the inferred length may shift by as much as in the cases above or more. If the barriers are nearly equal, a sensible reading is a hop of several tenths of a nanometre. With a wide spread of barriers, the ratio alone does not fix the hop length. The second digit of 0.66 nm belongs to the idealized model.

A measured ion current is not a substitute for velocity unless the density of mobile ions is the same at both fields. The current is proportional to density times velocity, and a field-dependent supply of copper at the electrode would enter the ratio directly.

A second temperature offers a way to test the model. If $a$, $W$ and $\nu$ stay fixed, cooling to 378 K raises $x$ by the factor $400/378$, and the predicted velocity ratio for the same two fields is 3.13. The lower-field velocity itself falls by a factor of 5.0. The change in the ratio is only about 4%, so both runs at each temperature would have to be matched to well within 1 K for the test to be useful. The test checks that the field enters through $E/T$, but it does not select the geometry: the isotropic and displaced-top models, fitted to a ratio of 3 at 400 K, predict 3.11 to 3.15 at 378 K, while a mismatch of 0.1 K already changes the ratio by 0.8%. The numerical output lists most of the values used here.

## Values computed for the example and the checks

```
Temperature: 400 K
Lower and upper field: 1, 2 MV/cm
Given velocity ratio: 3.0
Thermal energy kT: 0.03447 eV
Length scale 2kT/qE: 0.6894 nm
x = arccosh(r/2): 0.9624
sinh x, sinh 2x: 1.1180, 3.3541
HOP LENGTH: 0.6635 nm = 6.635 angstrom
Barrier tilt qEa/2 at lower field: 0.0332 eV
Barrier tilt qEa/2 at upper field: 0.0663 eV
sinh(x)/x, excess over ohmic law: 1.162
Forward/backward rate ratio, lower field: 6.85
Slope da/dr: 0.3083 nm per unit ratio
Relative sensitivity dln(a)/dln(r): 1.394
Hop length if back hops are dropped: 0.757 nm
Rough barrier: 1.0 eV
Rough attempt frequency: 1e+12 Hz
Rough film thickness: 100 nm
Velocity at lower field: 0.373 nm/s
Velocity at upper field: 1.119 nm/s
Transit time at lower field: 268 s
Transit time at upper field: 89 s
Chain test, mean shift: 11.1803 hops
Chain test, variance: 15.0000 hops^2
Cosine potential, exact velocity ratio: 2.9402
Cosine potential, saddle formula ratio: 2.9404
Hop length for cosine potential: 0.683 nm
Rough relative permittivity: 2.7
Lorentz local-field factor: 1.567
Hop length with Lorentz field: 0.423 nm
Hop length for a divalent ion: 0.332 nm
Hop length for random hop axes: 0.840 nm
Velocity gain from 1 K warming, barrier only: 1.0750
Hop length if upper-field run is 1 K warmer: 0.599 nm
Hop length for ratio 10% higher: 0.749 nm
Hop length for ratio 10% lower: 0.561 nm
Assumed ion sheet density: 1e+11 cm^-2
Largest field shift on the sheet: 0.0335 MV/cm
Hop length with both fields so lowered: 0.654 nm
Diffusive spread / thickness, lower field: 9.4 %
Cu frequency in cosine well: 1.31e+12 Hz
Wigner tunnelling correction to rate: 0.103 %
Rough breakdown field: 5 MV/cm
Upper field / breakdown: 0.40
Use temperature: 378 K
Predicted velocity ratio at use temperature: 3.130
Slowdown at use temperature, lower field: 5.03 times
```
